Coulomb-diamond slopes and the gate lever arm of a single-electron transistor

**The decision that hangs on the slopes**

Gate sweeps of a single-electron transistor give positions in volts, whereas a calculation of charging, thermal activation or retention needs energies. The conversion factor is the lever arm: the energy by which an island level moves per volt on the gate. To obtain it from a map of current against gate and drain voltage, one must decide which slopes to combine, and how. For a grounded source the answer is to add the inverse magnitudes of the two diamond-edge slopes. The sum is C/C_g, total island capacitance over gate capacitance, and its reciprocal is the lever arm.

The algebra uses atomic units: the elementary charge is 1 and an electron has charge −1. N counts excess electrons on the island. Voltages are those applied by the batteries, so a lead at voltage V has its Fermi level at −V, measured from that of a grounded lead. Constant work-function differences are left out here; the offset charge introduced in Stage 2 can absorb their effect on the island level.

**Stage 1: one gate, no bias**

Ground both source and drain. Let the island have capacitances C_s, C_d and C_g to source, drain and gate, and C_0 to all other grounded conductors. Their sum is

C = C_s + C_d + C_g + C_0.

All are taken as constants. If the island potential is φ, the charge facing each conductor is its capacitance times the potential difference. With n electrons on the island, Gauss's law gives

−n = (C_s + C_d + C_0)φ + C_g(φ − V_g) = Cφ − C_g V_g,

and therefore

φ(n) = (C_g V_g − n)/C.

Now carry one electron from ground to the island in small portions. A portion dn has charge −dn and costs −φ(n) dn. Raising the number from N−1 to N costs

μ(N) = −∫ φ(n) dn, with n from N−1 to N.

The integral of n over this interval is [N² − (N−1)²]/2 = N − 1/2, so

μ(N) = (N − 1/2 − C_g V_g)/C.

The half appears because the island potential changes while the charge is being added. The charge states N−1 and N have equal energy when μ(N) = 0, that is, at C_g V_g = N − 1/2. Successive crossings are separated by

ΔV_g = 1/C_g.

As a limit, let C_g tend to zero at fixed gate voltage. The gate term vanishes and the period diverges, as it must for a gate that no longer acts on the island.

This stage gives C_g from the period, but not C. The positions of the zero-bias crossings contain no known energy against which to calibrate the gate. The drain bias supplies one.

**Stage 2: several voltages, with the battery work counted**

Let electrode i have voltage V_i and capacitance C_i to the island. Add a fixed offset charge q_0, which represents trapped charge nearby. The island charge is q_0 − N, and Gauss's law reads

q_0 − N = Σ C_i(φ − V_i) = Cφ − S, where S = Σ C_i V_i.

Hence

φ_N = (q_0 − N + S)/C.

The field energy is U = ½ Σ C_i(φ − V_i)², and the plate charge on electrode i is Q_i = C_i(V_i − φ).

Suppose an electron tunnels from lead j to the island. Every battery must supply the change ΔQ_i of its plate charge. Battery j must also replace the electron that left, a charge of −1. The total battery work is therefore

W = Σ V_i ΔQ_i − V_j.

The cost of the event is the gain in field energy minus this work:

cost = ΔU − W = Δ(U − Σ V_i Q_i) + V_j.

Expand the bracket. The first part is

U = ½Cφ² − Sφ + ½ Σ C_i V_i²,

and the second is

−Σ V_i Q_i = −Σ C_i V_i² + Sφ.

The terms in Sφ cancel, leaving

U − Σ V_i Q_i = ½Cφ² − ½ Σ C_i V_i².

The last sum is unchanged by tunnelling, so only ½Cφ² contributes. Factor the difference of squares:

½C(φ_N² − φ_{N−1}²) = ½C(φ_N − φ_{N−1})(φ_N + φ_{N−1}).

The first factor is −1/C. The second is (2q_0 − 2N + 1 + 2S)/C. The product is

(N − 1/2 − q_0 − S)/C.

An electron may also need an orbital energy ε_N, taken as independent of voltage. With the source grounded, S = C_g V_g + C_d V_d, so the addition energy is

μ(N) = (N − 1/2 − q_0 − C_g V_g − C_d V_d)/C + ε_N.

Entering from lead j costs μ(N) + V_j, which is the island level minus the lead's Fermi level −V_j. Leaving to lead j costs the opposite amount. Setting V_d, q_0 and ε_N to zero recovers Stage 1.

**Stage 3: the two edges**

Assume weak, sequential tunnelling and low temperature. An event then proceeds at an appreciable rate when it lowers the energy. An edge means the onset of this sequential current.

Take V_d > 0. The drain Fermi level lies at −V_d, below the source level at zero, so electrons flow from source to drain. Entry from the source requires μ(N) < 0. Exit to the drain requires μ(N) > −V_d. Current through this pair of charge states needs both:

−V_d < μ(N) < 0.

Each end of this window gives one edge.

At the source edge μ(N) = 0. Moving along the edge must leave μ(N) unchanged:

−(C_g dV_g + C_d dV_d)/C = 0.

Multiplying by −C and solving gives

dV_d/dV_g = −C_g/C_d.

The slope is negative because a more positive drain also lowers the island level, so less gate voltage is needed to bring that level to the source.

At the drain edge μ(N) + V_d = 0. Differentiation now includes the motion of the drain Fermi level itself:

−(C_g dV_g + C_d dV_d)/C + dV_d = 0.

Multiply by C and collect the drain terms:

(C − C_d) dV_d = C_g dV_g,

dV_d/dV_g = C_g/(C − C_d).

This slope is positive. The drain moves its own Fermi level by the full bias but the island level by the smaller fraction C_d/C, and the gate must make up the difference. Since C − C_d = C_s + C_g + C_0, the form C_g/(C_s + C_g) holds when C_0 = 0.

Invert the magnitudes and add:

C_d/C_g + (C − C_d)/C_g = C/C_g.

The drain capacitance cancels. No assumption of equal junctions was needed, and the tunnel resistances did not enter the edge conditions.

Two limits test the separate slopes. If C_d tends to zero, the drain no longer shifts the island: the source edge becomes vertical, and the drain edge has slope C_g/C, the lever arm itself. If instead C_s and C_0 tend to zero, then C − C_d tends to C_g and the drain slope tends to 1. The island then sees drain and gate alone. Raising both by the same voltage carries the island level along with the drain level, so their alignment is preserved.

**Stage 4: both signs of bias, and the closed diamond**

Let V_0 be the gate voltage at which μ(N) = 0 for zero bias:

V_0 = (N − 1/2 − q_0 + Cε_N)/C_g.

The two lines through this crossing are

source: V_g = V_0 − (C_d/C_g)V_d,

drain: V_g = V_0 + [(C − C_d)/C_g]V_d.

For V_d < 0 the drain Fermi level lies above the source level. Electrons enter from the drain when μ(N) < −V_d and leave to the source when μ(N) > 0. The equalities are the same two equations as before, so each line continues straight through the crossing. What changes is the order: the source edge is on the left for positive bias and on the right for negative bias.

At a fixed bias with |V_d| below 1/C, where neighbouring windows do not overlap, the conducting window has gate width

|V_d| C/C_g.

This is the physical content of the sum. Crossing the window moves the island level through the whole energy difference between the leads, |V_d|, and the gate moves that level by C_g/C per volt.

The diamond with N electrons closes where two neighbouring windows meet. For V_d > 0, blockade requires μ(N) < −V_d, so that the last electron cannot leave to the drain, and μ(N+1) > 0, so that another cannot enter from the source. Neglect the change of orbital energy between neighbouring electrons. Then

μ(N+1) − μ(N) = 1/C.

At the tip μ(N+1) = 0 and μ(N) = −V_d, which gives

V_d = 1/C.

This is the half-height of the diamond, from zero bias to one tip. If the orbital energy itself is also set to zero, the condition μ(N+1) = 0 fixes S = N + 1/2 − q_0. Inserting this in φ_N gives φ_N = 1/(2C), so each junction carries half the bias at the tip, even when the junction capacitances differ.

The period gives C_g, the source slope then gives C_d, and the inverse sum gives C. What remains is C_s + C_0 = C − C_d − C_g. These data do not separate the source capacitance from that to other grounded conductors.

**Stage 5: a bias that is not applied to the drain alone**

Suppose the source is at −V/2 and the drain at +V/2, with the gate still referred to ground. Now

S = C_g V_g + (C_d − C_s)V/2.

The source edge is μ(N) − V/2 = 0. Multiplying by C and moving the gate term to the left gives

C_g V_g = constant − (C + C_d − C_s)V/2.

The drain edge is μ(N) + V/2 = 0, which gives

C_g V_g = constant + (C − C_d + C_s)V/2.

The inverse slopes are therefore −(C + C_d − C_s)/(2C_g) and +(C − C_d + C_s)/(2C_g). Both brackets are positive, because they equal 2C_d + C_g + C_0 and 2C_s + C_g + C_0. Their magnitudes again add to C/C_g. The sum survives the split, but the separate slopes no longer have the source-grounded meaning.

**Numbers for a titanium island**

Consider a titanium island of 5 nm by 5 nm by 3 nm with titanium-oxide tunnel barriers, at 20 K. The capacitances are round model values: 1.30 aF to source, 1.00 aF to drain, 0.10 aF to gate and 0.10 aF to other grounded conductors. Thus

C = 1.30 + 1.00 + 0.10 + 0.10 = 2.50 aF, or 424.6 atomic units.

The slopes are

source: −0.10/1.00 = −0.100 V/V,

drain: 0.10/(2.50 − 1.00) = 0.0667 V/V.

Their inverse magnitudes are 10 and 15. The sum is 25, equal to 2.50/0.10, and the lever arm is 0.04 eV per volt.

The gate period is 1.602 V. The addition energy is 1/424.6 = 0.002355 hartree, or 0.0641 eV, and the diamond half-height is 0.0641 V. With q_0 and ε_N zero, the first crossing lies at half a period, 0.801 V. At a drain bias of 0.040 V the edges are at

0.801 − 10 × 0.040 = 0.401 V,

0.801 + 15 × 0.040 = 1.401 V.

The window is 1.000 V wide. Multiplied by the lever arm it gives 0.040 eV, the energy difference between the leads.

A separate calculation located the edges from the current. It obtained each tunnelling cost from the capacitor energies and battery work, solved the stationary master equation for these capacitances at nearly zero temperature, and fitted the onset lines over both signs of bias. It returned slopes of −0.10000 and 0.06667 and an inverse sum of 25.000, as the numerical output shows. For the split bias of Stage 5 the formulas give −2.20/0.20 = −11 and 2.80/0.20 = 14, and the current onset agrees. Reading that 11 as C_d/C_g would give a drain capacitance of 1.10 aF instead of 1.00 aF, although the total would still be right.

The current inside the window can also be followed by hand. Let the source and drain resistances be 1.0 and 2.0 MΩ. At the crossing gate voltage and 0.040 V bias, the island level is shifted by −(1.00/2.50) × 0.040 = −0.016 eV. It lies 0.016 eV below the source level and 0.024 eV above the drain level. For a metallic junction at low temperature, the rate times the electron charge is the energy gain, expressed as a voltage, divided by the resistance. This gives 16 nA for entry and 12 nA for exit. Each electron must wait for one event and then the other, so the mean times add:

1/I = 1/(16 nA) + 1/(12 nA), I = 6.86 nA.

The master equation at 20 K gives the same value to this precision. Resistances and capacitances both affect the current in the window, but the resistances do not enter its low-temperature edges.

**What moves the measured sum**

*Temperature.* At 20 K the thermal energy is 0.0017 eV, about 3% of the addition energy. The onset is rounded, and one must choose a current level to call the edge. Following a contour of 0.215 nA between biases of 0.020 and 0.040 V gives an inverse sum of 25.56, which is 2.2% above the zero-temperature value. This deviation belongs to the chosen contour and pair of biases, and to a model with sequential tunnelling only. Cotunnelling, in which an electron crosses both junctions in one combined process, also carries current just outside the edges. A rough zero-temperature estimate of it adds about 10% to the current on this contour at 0.040 V and raises the inverse sum to about 26.0.

*Offset charge.* A constant q_0 moves the whole pattern sideways and leaves the slopes alone. A jump between two readings does not cancel. If q_0 rises by 0.01 e after the left edge is read, the right edge moves down by 0.01 × 1.602 = 0.016 V. For sharp, low-temperature edges at 0.040 V bias, the apparent sum becomes

(1.000 − 0.016)/0.040 = 24.6,

which is 1.6% low. The error is linear in the jump, so 0.1 e would cost 16% at the same bias. It is inversely proportional to the bias, which favours reading the width well away from the crossing, but still below the diamond tip. Beyond it neighbouring windows overlap, so the window no longer lies between two blockaded regions, and at low temperature its edges continue only as kinks in a nonzero current.

*Orbital energies.* A rough density of 57 atoms per nm³ gives 4275 atoms in the 75 nm³ island. With roughly one state per eV per atom, both spins counted, the mean spacing of doubly occupied orbitals is 2/4275 = 0.0005 eV. This is below 1% of the addition energy and smaller than the thermal energy. Constant orbital energies shift edges without tilting them. Differences between successive orbital energies do alter the spacing of crossings, so where these differences are large the period no longer gives C_g by itself, although the slope sum still gives C/C_g.

*Level broadening.* The addition energy divided by the junction resistance, in atomic units, estimates the broadening caused by tunnelling. For 1.0 MΩ it is 0.0003 eV, about 0.4% of the addition energy. Sequential tunnelling is then a reasonable leading description. It ceases to be one when the junction resistance is no longer large compared with the resistance quantum h/e², about 26 kΩ. At that resistance the broadening estimated here is already 16% of the addition energy.

*Fields and gate leakage.* At the diamond tip each junction carries 0.032 V. Across the thinner barrier, 2.0 nm, this is 0.16 MV/cm. At the right zero-bias corner of the one-electron diamond, the gate is at 2.40 V across 10 nm of oxide, a plate average of about 2.4 MV/cm. Good silicon dioxide breaks down at roughly 10 MV/cm, but the margin is smaller than this average suggests. The island is narrower than the gap, so field lines crowd onto it: the mean field on its lower face can be about twice the plate value, and the field at sharp edges can reach breakdown. A real design needs a field calculation for its own geometry, or a smaller gate range. With a rough barrier of 3 eV and a tunnelling mass of 0.4 electron masses, the semiclassical transmission through this oxide, for a uniform field, is of order 10⁻³⁷. Crowding of the field near the island raises this by two to three orders of magnitude for these dimensions in a uniform dielectric, but direct tunnelling to the gate remains negligible; leakage through defects is not included.

**Beside a real device**

Planar titanium transistors with oxide barriers can be made by local oxidation of a thin film. Parallel plates with a rough barrier permittivity of 20 and gaps of 2.0 and 2.5 nm give 1.33 and 1.06 aF for the two junctions, close to the values chosen. For the gate, a parallel plate with the 5 nm by 5 nm island face, a 10 nm gap and a relative permittivity of 3.9 gives 0.086 aF. These estimates omit fringing fields, which are large when a gap is comparable with the island size. For these dimensions in a uniform dielectric, with leads as wide and thick as the island and a broad gate plane below, fringing raises the junction values by a factor of about 2.5 and the gate value by about 8. Wider leads screen the island more from the gate and reduce the gate factor. The plate values therefore do not show that this geometry has the chosen capacitances; larger ones would lower the charging energy. The dimensions are model inputs, not a claim about what local oxidation can reach; wider barriers would reduce the junction capacitances and raise the charging energy. The resistances were chosen separately and are not predictions for these barriers. Constant offset charge is an assumption that a real oxide can break, because nearby traps can fill or empty during a sweep. For the single window read at 0.040 V, each 0.01 e of uncorrected jump changes the inferred C/C_g by 1.6%. For the contour followed between 0.020 and 0.040 V, the same jump between two edge readings changes it by about 3%, because the error is divided by the smaller bias difference. Repeating the sweep in both directions can reveal a jump between the readings if it does not reverse at the same gate voltage. A trap that fills and empties at one gate voltage gives the same edges both ways and stays hidden. If the capacitances themselves vary with voltage, the edges need not be straight, and a single pair of slopes no longer describes the whole map.

Numbers as computed

```
capacitance to source: 1.30 aF
capacitance to drain: 1.00 aF
capacitance to gate: 0.10 aF
capacitance to other ground: 0.10 aF
total capacitance: 2.50 aF = 424.6 a.u.
source slope, formula: -0.10000 V/V
source slope, current onset: -0.10000 V/V
drain slope, formula: 0.06667 V/V
drain slope, current onset: 0.06667 V/V
inverse source magnitude, formula: 10.000
inverse drain magnitude, formula: 15.000
inverse sum, current onset: 25.000
C/Cg: 25.000
lever arm Cg/C: 0.0400
gate period: 1.6022 V
diamond half-height: 0.06409 V
charging addition energy: 0.06409 eV = 0.002355 Ha
first zero-bias crossing: 0.8011 V
reading bias: 0.040 V
left edge at reading bias: 0.4011 V
right edge at reading bias: 1.4011 V
window width at reading bias: 1.0000 V
split-bias inverse slopes: -11.000, 14.000
split-bias inverse sum: 25.000
temperature: 20.0 K
thermal energy: 0.00172 eV
source, drain resistance: 1.0, 2.0 Mohm
current at crossing gate and reading bias: 6.857 nA
constant-current contour: 0.215 nA
inverse sum from warm contours at 0.02, 0.04 V: 25.556
offset-charge jump: 0.010 e
inverse sum after jump between edges: 24.599
island width, length, thickness: 5.0, 5.0, 3.0 nm
source, drain, gate gaps: 2.0, 2.5, 10.0 nm
rough relative permittivity, barrier, gate: 20.0, 3.9
plate estimates source, drain, gate: 1.33, 1.06, 0.086 aF
rough Ti atom density: 57 per nm^3
rough Ti density of states: 1.0 per eV per atom
estimated orbital spacing: 0.00047 eV
estimated lifetime broadening: 0.00026 eV
junction voltage at diamond tip: 0.03204 V
largest junction field at tip: 0.160 MV/cm
gate voltage at right zero-bias corner: 2.403 V
gate-oxide field there: 2.403 MV/cm
rough gate barrier: 3.0 eV
rough gate tunnelling mass: 0.4 electron masses
log10 gate-oxide transmission: -37.0
```
